\section*{Wrinkling wavelength of a compressed elastic sheet floating on liquid}

\section{Result and conditions}

A long elastic sheet floats on a liquid and is compressed slowly between two ends held at the floating level. In the small-slope model it first buckles into wrinkles of wavelength
\begin{equation}
\lambda_*=2\pi\left(\frac{D}{\rho g}\right)^{1/4},
\qquad
D=\frac{Eh^3}{12(1-\nu^2)},
\label{eq:result}
\end{equation}
when the compressive force per unit width reaches
\begin{equation}
P_c=2\sqrt{D\rho g}.
\label{eq:load}
\end{equation}
Here $E$ is Young's modulus, $\nu$ Poisson's ratio, $h$ the thickness, $\rho$ the liquid density and $g$ the acceleration of gravity. The sheet is isotropic and flat when unloaded.

The coordinate $x$ runs along the compression and $y$ along the wrinkle crests. The height $w(x)$ is measured upward from the flat floating position and does not depend on $y$. A positive $P$ means net compression. The liquid is deep enough that the sheet never touches the bottom; the derivation shows why no other property of the depth enters. The bath is large enough for its level to stay fixed.

In SI units $D$ is in N\,m and $\rho g$ in N/m$^3$. Their ratio is in m$^4$, so its fourth root is a length. The product $D\rho g$ is in (N/m)$^2$, as a squared force per width must be.

\section{The three energies}

\subsection{Bending}

Let $z$ be the distance above the middle surface of the sheet. An upward-curving sheet, $w''>0$, is shortened on its upper side, so the bending strain is $\epsilon_{xx}=-zw''$. There is no curvature along $y$, and hence $\epsilon_{yy}=0$. Hooke's law for a thin sheet gives
\begin{align}
0=\epsilon_{yy}&=\frac{\sigma_{yy}-\nu\sigma_{xx}}{E}
\quad\Rightarrow\quad \sigma_{yy}=\nu\sigma_{xx},\\
\epsilon_{xx}&=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}
=\frac{1-\nu^2}{E}\sigma_{xx}.
\end{align}
The factor $1-\nu^2$ thus comes from the suppressed sideways strain. The bending energy per area is
\begin{align}
u_b&=\frac12\int_{-h/2}^{h/2}\sigma_{xx}\epsilon_{xx}\,dz
=\frac{E}{2(1-\nu^2)}(w'')^2\int_{-h/2}^{h/2}z^2dz\nonumber\\
&=\frac{E}{2(1-\nu^2)}(w'')^2\frac{h^3}{12}
=\frac D2(w'')^2.
\end{align}
The stress $\sigma_{yy}$ does no work because $\epsilon_{yy}=0$.

\subsection{Gravity}

In a liquid at rest the pressure at height $w$ is $p_0-\rho gw$, where $p_0$ is the pressure under the flat sheet. The difference between $p_0$ and the air pressure carries the sheet's weight. After displacement the remaining vertical force per area is therefore $-\rho gw$. The work done against it is
\begin{equation}
u_g=\int_0^w\rho gw_1\,dw_1=\frac{\rho g}{2}w^2.
\end{equation}
Depth does not appear, because the pressure change depends on the height difference alone. The sheet's uniform weight sets the floating level but not the restoring stiffness. If the upper fluid has density $\rho_a$, its pressure also changes with height, and $\rho$ must be replaced by $\rho-\rho_a$.

\subsection{Work of the compression}

A sheet element of horizontal length $dx$ has arc length
\begin{equation}
ds=\sqrt{1+(w')^2}\,dx\simeq\left[1+\frac12(w')^2\right]dx.
\end{equation}
If the sheet keeps its length, its ends approach by $\frac12\int(w')^2dx$. The load does work $P$ times this distance, which enters the total energy with a minus sign. Per unit width,
\begin{equation}
U[w]=\frac12\int_0^L\left[D(w'')^2+\rho gw^2-P(w')^2\right]dx.
\label{eq:energy}
\end{equation}
The small compression of the sheet before buckling is neglected; its size is given in the example.

\section{Force balance and wavelength selection}

Change $w$ by a small $\delta w$. To first order,
\begin{equation}
\delta U=\int_0^L\left[Dw''\delta w''+\rho gw\,\delta w-Pw'\delta w'\right]dx.
\end{equation}
Integrating the first term by parts twice and the last term once gives
\begin{align}
\int_0^LDw''\delta w''dx
&=\left[Dw''\delta w'-Dw'''\delta w\right]_0^L+\int_0^LDw''''\delta w\,dx,\\
-\int_0^LPw'\delta w'dx
&=-\left[Pw'\delta w\right]_0^L+\int_0^LPw''\delta w\,dx.
\end{align}
Since $\delta w$ is arbitrary inside the sheet, equilibrium requires
\begin{equation}
Dw''''+Pw''+\rho gw=0.
\label{eq:balance}
\end{equation}
The end terms must also vanish:
\begin{equation}
\left[Dw''\delta w'-(Dw'''+Pw')\delta w\right]_0^L=0.
\label{eq:ends}
\end{equation}
At a hinged end held at the floating level, $w=0$ and $\delta w=0$, while the slope is free. Equation \eqref{eq:ends} then requires $w''=0$.

For $w=A\cos kx$ one has $w''=-k^2w$ and $w''''=k^4w$. Equation \eqref{eq:balance} becomes $(Dk^4-Pk^2+\rho g)w=0$, so a wave with $A\ne0$ needs the load
\begin{equation}
P(k)=Dk^2+\frac{\rho g}{k^2}.
\label{eq:curve}
\end{equation}
Bending makes short waves costly and gravity makes long waves costly. Subtracting $2\sqrt{D\rho g}$ completes a square:
\begin{equation}
P(k)-2\sqrt{D\rho g}
=\left(\sqrt D\,k-\frac{\sqrt{\rho g}}{k}\right)^2\ge0.
\end{equation}
Equality holds when $\sqrt D\,k^2=\sqrt{\rho g}$, that is,
\begin{equation}
k_*=\left(\frac{\rho g}{D}\right)^{1/4}.
\end{equation}
With $\lambda_*=2\pi/k_*$ this gives \eqref{eq:result}, and the least load is \eqref{eq:load}.

To see how sharp the choice is, put $r=k/k_*$. Because $Dk_*^2=\rho g/k_*^2=P_c/2$,
\begin{equation}
\frac{P}{P_c}=\frac12\left(r^2+\frac1{r^2}\right).
\label{eq:scaled}
\end{equation}
For $r=1+\delta$ with small $\delta$, use $r^2=1+2\delta+\delta^2$ and $r^{-2}\simeq1-2\delta+3\delta^2$. Then $P/P_c\simeq1+2\delta^2$. A wavelength 1\% from the ideal value raises the required load by about 0.02\%, so small perturbations can shift the wavelength at little cost in load.

The formula applies at onset. If the load is suddenly raised above $P_c$, every wave with $P(k)<P$ can lower the energy, and \eqref{eq:curve} gives the band
\begin{equation}
\frac{P-\sqrt{P^2-P_c^2}}{2D}<k^2<
\frac{P+\sqrt{P^2-P_c^2}}{2D}.
\end{equation}
Choosing a wave within that band requires a dynamical calculation.

\section{The same choice at fixed shortening}

An apparatus may fix the distance between the ends instead of the load. For uniform small-slope wrinkles the fractional shortening is
\begin{equation}
\varepsilon=\frac12\langle(w')^2\rangle=\frac{A^2k^2}{4},
\label{eq:shortening}
\end{equation}
because the mean of $\sin^2kx$ is $1/2$. The stored energy per area is
\begin{equation}
\langle u_b+u_g\rangle=\frac{A^2}{4}(Dk^4+\rho g)
=\varepsilon\left(Dk^2+\frac{\rho g}{k^2}\right).
\end{equation}
Minimizing it at fixed $\varepsilon$ selects the same $k_*$. There the bending and gravity energies are equal. The amplitude follows from \eqref{eq:shortening} as $A=2\sqrt\varepsilon/k_*$; the threshold calculation alone leaves it undetermined.

\section{Finite sheets and the role of the ends}

\subsection{Ends held at the floating level}

With hinged ends, expand the shape as $w=\sum_na_n\sin k_nx$, where $k_n=n\pi/L$. The sines and their derivatives are orthogonal, so \eqref{eq:energy} becomes
\begin{equation}
U=\frac L4\sum_{n=1}^{\infty}k_n^2\left[P(k_n)-P\right]a_n^2.
\end{equation}
The flat state is stable while every bracket is positive. It first loses stability at the smallest $P(k_n)$, and the wavelength is then $2L/n$.

Let $N=2L/\lambda_*$ be the ideal number of half-waves. Equation \eqref{eq:scaled} is unchanged by $r\to1/r$. Modes $n$ and $n+1$ therefore need equal loads when $k_nk_{n+1}=k_*^2$, or $n(n+1)=N^2$. The selected integer satisfies
\begin{equation}
n(n-1)<N^2<n(n+1),
\label{eq:integer}
\end{equation}
apart from ties. For large $N$ the relative change in wavelength is at most about $1/(2N)$.

\subsection{Ends free to move vertically}

Now let the load stay horizontal while the end can rise or sink. Both $\delta w$ and $\delta w'$ are free, so \eqref{eq:ends} requires
\begin{equation}
w''=0,\qquad Dw'''+Pw'=0.
\end{equation}
Consider a half-infinite sheet. Measure length in units of $\ell=(D/\rho g)^{1/4}$, with $X=x/\ell$, and write $P=p\sqrt{D\rho g}$. A solution $e^{mX}$ obeys
\begin{equation}
m^4+pm^2+1=0.
\label{eq:roots}
\end{equation}
For $0<p<2$ the two values of $m^2$ are complex conjugates with product 1, so $|m|=1$. The decaying solutions have $m_1=e^{i\theta}$ and $m_2=e^{-i\theta}$ with $\pi/2<\theta<\pi$. Dividing \eqref{eq:roots} by $m^2$ gives $p=-(m^2+m^{-2})=-2\cos2\theta$.

Let the coefficients of the two solutions be $B_1$ and $B_2$. Equation \eqref{eq:roots} also gives $m^3+pm=-1/m$, so the end conditions are
\begin{equation}
B_1m_1^2+B_2m_2^2=0,\qquad
\frac{B_1}{m_1}+\frac{B_2}{m_2}=0.
\end{equation}
A nonzero solution requires $m_1^2/m_2=m_2^2/m_1$, or $m_1^3=m_2^3$. Hence $e^{6i\theta}=1$, and the one angle in the allowed range is $\theta=2\pi/3$. Then $p=-2\cos(4\pi/3)=1$, and
\begin{equation}
P_{\mathrm{free}}=\sqrt{D\rho g}=\frac{P_c}{2}.
\end{equation}
Since $\operatorname{Re}m=-1/2$, this buckle decays into the sheet over a distance $2\ell$. It is an edge buckle, not the extended pattern described by \eqref{eq:result}. Ends that are free to rotate must therefore be held at the floating level if the sheet is to reproduce $\lambda_*$ and $P_c$.

\subsection{Uniform tension}

A constant tension $T$ along $x$ adds $T(w')^2/2$ to the energy per area. The net compression is the external compression minus $T$, so the external load needed for wave number $k$ is $T+P(k)$. The constant moves the threshold but not the position of the minimum.

\section{Worked example: plastic film on water}

The inputs are rough values for polyester film: $E=4.0$ GPa, $\nu=0.35$ and $h=10\ \mu$m. The water density is 1000 kg/m$^3$. The sheet is 300 mm long and 200 mm wide. The bending stiffness is
\begin{equation}
D=\frac{(4.0\times10^9)(10^{-5})^3}{12(1-0.35^2)}
=3.80\times10^{-7}\ \mathrm{N\,m}.
\end{equation}
With $\rho g=9807$ N/m$^3$,
\begin{align}
\ell&=\left(\frac{3.80\times10^{-7}}{9807}\right)^{1/4}\mathrm m
=2.49\ \mathrm{mm},\\
\lambda_*&=2\pi\ell=15.7\ \mathrm{mm},\\
P_c&=2\sqrt{(3.80\times10^{-7})(9807)}\ \mathrm{N/m}
=122\ \mathrm{mN/m}.
\end{align}
Extra digits below serve to compare calculations; the rough material values do not justify them as predictions for a particular film.

A numerical minimization used the curvature of the wave and the energy of the lifted liquid columns. It also gave 15.675 mm and a least load of 122.07 mN/m. At the selected wavelength, liquid depths of 20 mm and 200 mm gave the same load to the printed digits. Waves of half and twice the selected length both needed 259.4 mN/m, in agreement with the factor $(4+1/4)/2=2.125$ from \eqref{eq:scaled}.

If the flat sheet cannot widen, the compressive strain at onset is $P_c(1-\nu^2)/(Eh)=2.7\times10^{-6}$. If it widens freely, the strain is $P_c/(Eh)=3.1\times10^{-6}$. If water pulls the side edges outward with a tension $\gamma\approx0.07$ N/m, as considered below, it is $(P_c+\nu\gamma)/(Eh)=3.7\times10^{-6}$. Over 300 mm each value shortens the sheet by only about 1 $\mu$m, which supports treating its length as fixed during wrinkling.

The ideal half-wave count is $N=38.28$. Its square, about 1465, lies between $37\times38=1406$ and $38\times39=1482$, so \eqref{eq:integer} selects $n=38$. The wavelength becomes $600/38=15.79$ mm, which is 0.73\% above $\lambda_*$. A matrix calculation with 800 intervals along the sheet also found 38 half-waves, at a load of 122.09 mN/m. With free ends it gave 61.2 mN/m, or 0.501 of $P_c$, close to the half-infinite result.

Doubling $h$ with $E$, $\nu$, $\rho$ and $g$ fixed multiplies $D$ by 8. The wavelength grows by $8^{1/4}=1.68$, to 26.4 mm. The general scalings under these conditions are $\lambda_*\propto h^{3/4}$ and $P_c\propto h^{3/2}$.

\section{Size of the neglected effects}

\subsection{Finite slope}

At $\varepsilon=0.10\%$ the amplitude of uniform wrinkles is $2\sqrt{0.001}\,\ell=0.158$ mm and the greatest slope is 0.063. The leading correction to the wavelength follows from the sheet angle $\vartheta=a\cos\phi$, where $\phi=qs$. Take units in which $D=\rho g=1$ and let $s$ be arc length. The bending energy per arc length is $a^2q^2/4$. The height obeys $dw/ds=\sin\vartheta$, and expansion gives
\begin{equation}
w=\frac aq\left(1-\frac{a^2}{8}\right)\sin\phi+O(a^3)\sin3\phi.
\end{equation}
Since $dx=\cos\vartheta\,ds$, the gravity energy per arc length is
\begin{align}
\frac12\langle w^2\cos\vartheta\rangle
&\simeq\frac{a^2}{2q^2}\left(1-\frac{a^2}{4}\right)
\left\langle\sin^2\phi\left(1-\frac{a^2}{2}\cos^2\phi\right)\right\rangle\nonumber\\
&\simeq\frac{a^2}{4q^2}\left(1-\frac{3a^2}{8}\right).
\end{align}
The last line uses $\langle\sin^2\phi\rangle=1/2$ and $\langle\sin^2\phi\cos^2\phi\rangle=1/8$. The $\sin3\phi$ part of $w$ drops out at this order because its product with $\sin\phi$ averages to zero. A third harmonic in the angle would have size $a^3$ and change the energy at order $a^6$, beyond the order kept here.

Minimizing the sum gives $q^4=1-3a^2/8$. The shortening is $\varepsilon=\langle1-\cos\vartheta\rangle\simeq a^2/4$, so $q\simeq1-3\varepsilon/8$. The horizontal wavelength is the arc-length period times $1-\varepsilon$:
\begin{equation}
\lambda\simeq\lambda_*\left(1+\frac{3\varepsilon}{8}\right)(1-\varepsilon)
\simeq\lambda_*\left(1-\frac{5\varepsilon}{8}\right).
\end{equation}
For this example the shift is $-0.0625\%$, as the numerical minimization also found. This estimate assumes uniform wrinkles. In the hinged 300 mm sheet, side edges ignored, they stay uniform along the length only up to a shortening of about 0.05\%. At 0.10\% the 38 half-waves remain, but their amplitude falls from about 0.30 mm at one end to about 0.02 mm at the other, and the greatest slope is about 0.12. The values given above for $\varepsilon=0.10\%$ therefore describe the uniform pattern as a reference, not the stable shape of this sheet.

\subsection{Water at the open side edges}

Suppose the water stays attached to the two side edges and the wrinkle amplitude is uniform across the width $W$. Outside an edge at $y=0$, the small water displacement $\eta$ obeys $\gamma\nabla^2\eta=\rho g\eta$, where $\gamma$ is surface tension. Thus
\begin{equation}
\eta=A\cos kx\,e^{-\kappa y},\qquad
\kappa^2=k^2+\frac{\rho g}{\gamma}.
\end{equation}
The surface and gravity energy per edge length is
\begin{align}
u_e&=\frac12\int_0^\infty
\left\langle\gamma|\nabla\eta|^2+\rho g\eta^2\right\rangle dy\nonumber\\
&=\frac{A^2}{4}\left(\gamma k^2+\gamma\kappa^2+\rho g\right)
\int_0^\infty e^{-2\kappa y}dy
=\frac{\gamma\kappa A^2}{4}.
\end{align}
Adding both edges, dividing by $W$ and then by $\varepsilon=A^2k^2/4$ changes the load curve to
\begin{equation}
P(k)=Dk^2+\frac{1}{k^2}\left(\rho g+\frac{2\gamma\kappa}{W}\right).
\end{equation}
Its minimum must be found with $\kappa$ depending on $k$. For a rough $\gamma=0.07$ N/m, the wavelength of these uniform wrinkles falls by 0.71\% and their least load rises by about 1.9\%.

At onset the sheet can avoid most of this cost by wrinkling less at its edges. Take $w=A\cos kx\cos qY$, where $Y$ is measured from the midline and $q=\pi/W$, so that the edges stay level. The water pulls the side edges outward with tension $\gamma$, and the load becomes
\begin{equation}
P(k)=\frac{D(k^2+q^2)^2+\rho g+\gamma q^2}{k^2}.
\end{equation}
Its minimum lies only about 0.24\% above $P_c$, and the wavelength there is about 0.04\% below $\lambda_*$. At onset this arched shape therefore needs less load than the uniform one.

The advantage is lost as the shortening grows. Lower wrinkles take up less length, so the film near the edges would have to be compressed in its own plane. At $\varepsilon=0.10\%$ the cosine profile would cost at least about $Eh\varepsilon^2/6=7\times10^{-3}$ J/m$^2$ in this way, while it saves only about $0.017P_c\varepsilon=2\times10^{-6}$ J/m$^2$ at the edges. For wrinkles uniform along the length, the amplitude is then nearly uniform across the width, and 0.71\% is the relevant shift of the ideal wavelength. In the 300 mm sheet this raises $N$ to about 38.55, just past the tie at $\sqrt{38\times39}=38.50$. Then 39 half-waves, with a wavelength 1.85\% below $\lambda_*$, need marginally less load than 38.

\subsection{Comparison with a real film}

A real film need not be isotropic or free of initial curl. Its stiffness must be measured along the compression direction. Raising $E$ by 10\% raises $\lambda_*$ by 2.4\%, more than the shifts found above for finite length, finite slope and the side edges. A 5\% increase in thickness would raise it by about 3.7\%. Air of density 1.2 kg/m$^3$ raises it by 0.03\%. Creep and initial curl are not included, and their effects are not estimated. For this geometry, accurate values of thickness and directional stiffness therefore matter more than the air or finite-slope corrections. The numerical output below gives most of the main values at higher precision.

\section*{Calculated quantities}
\begin{verbatim}
Young's modulus (rough): 4.0 GPa
Poisson ratio (rough): 0.35
Sheet thickness: 10.0 um
Liquid density: 1000 kg/m^3
Gravity: 9.80665 m/s^2
Sheet length: 300 mm
Sheet width: 200 mm
Bending stiffness D: 3.7987e-07 N m
Gravity stiffness rho*g: 9806.65 N/m^3
Length (D/(rho*g))^(1/4): 2.4948 mm
Wrinkle wavelength, formula: 15.675 mm
Wrinkle wavelength, energy search: 15.675 mm
Critical force per width: 122.069 mN/m
Minimum load, energy search: 122.070 mN/m
Bending/gravity energy at onset: 1.00000
Load at half the wavelength: 259.400 mN/m
Load at twice the wavelength: 259.397 mN/m
Load with 20 mm liquid depth: 122.070 mN/m
Load with 200 mm liquid depth: 122.070 mN/m
Compressive strain at onset: 2.678e-06
Ideal number of half-waves: 38.278
Half-waves in finite held sheet: 38
Finite-sheet wavelength: 15.789 mm
Finite-sheet load, held ends: 122.086 mN/m
Finite-sheet load, free ends: 61.207 mN/m
Free-end load / ideal load: 0.5014
Wavelength at doubled thickness: 26.362 mm
Wavelength ratio, doubled h: 1.6818
Example fractional shortening: 0.10 %
Wrinkle amplitude there: 0.1578 mm
Maximum slope there: 0.0632
Wavelength shift, finite slope: -0.0625 %
Surface tension (rough): 0.07 N/m
Wavelength shift, side menisci: -0.706 %
Air density (rough): 1.2 kg/m^3
Wavelength shift, air density: 0.0300 %
Wavelength shift, finite length: 0.730 %
Wavelength shift, E raised by 10%: 2.411 %
\end{verbatim}
